\section*{Minimizing the BCS Product State: Occupations, Gap Equation and Zero-Temperature Gap}

\section{The BCS ground state by direct minimization}

Anyone who computes a superconducting gap by summing over electron levels must choose the level spacing before the gap is known. The spacing should not exceed the gap: a sum over levels that are too coarse gives a wrong gap or none at all. For a constant attraction in a thin energy shell, the gap can be estimated beforehand from
\begin{equation}
\Delta_0=\frac{\omega_D}{\sinh(1/N_0V)} .
\label{result}
\end{equation}
Here $\omega_D$ is the half-width of the shell, $N_0$ the density of levels and $V$ the strength of the attraction. With $\omega_D=30$~meV and $N_0V=0.25$ the gap is about 1.1~meV, so a spacing of 0.1~meV, or 600 levels in the shell, is a safe choice if the levels are equally spaced. Irregular or degenerate levels, such as those of a $k$-mesh, need a finer sampling: 600 levels placed at random in the same shell give a gap that scatters by about 20\%. This section derives \eqref{result} at zero temperature, together with the occupation of each level.

\subsection{Hamiltonian and trial state}

Let $\xi_k=\xi_{-k}$ be the energy of a single-electron level measured from the chemical potential $\mu$. The operator $b_k^\dagger=c_{k\uparrow}^\dagger c_{-k\downarrow}^\dagger$ creates a pair of electrons with opposite momenta and spins. The reduced Hamiltonian keeps only the scattering of such pairs into one another:
\begin{equation}
H-\mu N=\sum_{k\sigma}\xi_k n_{k\sigma}-V\sum_{k,k'}b_k^\dagger b_{k'},\qquad V>0 .
\label{ham}
\end{equation}
The second sum runs over levels with $|\xi_k|<\omega_D$. We set $\hbar=1$, so $\omega_D$ is an energy. The matrix element $V$ scales as 1/volume. The number $N_0$ of pair levels $(k\uparrow,-k\downarrow)$ per unit energy equals the density of states for one spin and scales as the volume. The coupling $\lambda=N_0V$ is therefore a pure number independent of size.

The trial state is
\begin{equation}
|\Psi\rangle=\prod_k\left(u_k+v_kb_k^\dagger\right)|0\rangle,\qquad u_k^2+|v_k|^2=1 ,
\label{state}
\end{equation}
with $u_k$ real and $v_k$ complex. Pair level $k$ is full with probability $|v_k|^2$ and empty with probability $u_k^2$. The state has no sharp electron number; $\mu$ fixes the mean.

\subsection{The energy to be minimized}

Both electrons of a pair are present with probability $|v_k|^2$, so the first term of \eqref{ham} gives $2\sum_k\xi_k|v_k|^2$. For the second term, the factor of level $k$ in \eqref{state} gives
\[
\langle b_k\rangle=u_kv_k,\qquad \langle b_k^\dagger\rangle=u_kv_k^*,\qquad \langle b_k^\dagger b_k\rangle=|v_k|^2 .
\]
Different pair levels are independent, so $\langle b_k^\dagger b_{k'}\rangle=u_kv_k^*u_{k'}v_{k'}$ for $k\ne k'$. We complete the double sum by adding and subtracting its diagonal:
\begin{align}
\sum_{k,k'}\langle b_k^\dagger b_{k'}\rangle
&=\Big|\sum_ku_kv_k\Big|^2-\sum_ku_k^2|v_k|^2+\sum_k|v_k|^2\nonumber\\
&=\Big|\sum_ku_kv_k\Big|^2+\sum_k|v_k|^4 ,
\label{double}
\end{align}
because $1-u_k^2=|v_k|^2$. Hence
\begin{equation}
\langle H-\mu N\rangle=2\sum_k\xi_k|v_k|^2-V\Big|\sum_ku_kv_k\Big|^2-V\sum_k|v_k|^4 .
\label{full}
\end{equation}

The last term is at most $V$ times the number of levels in the shell, that is $2\omega_DN_0V$, which does not grow with the volume. The squared sum contains of order $N_0^2$ terms and, multiplied by $V$, does grow with it. The last term also has little influence on each $v_k$: its derivative with respect to one amplitude is of order $V$, while the derivatives of the other terms stay finite as the volume grows. We drop it. This is a large-system approximation, and its error is given in the example below.

Next come the phases of the $v_k$. They enter only through the squared sum, and $|\sum u_kv_k|\le\sum|u_kv_k|$, with equality when all products $u_kv_k$ share one phase. A common phase therefore gives the lowest energy. Its value does not affect the energy, and we choose zero. Then $u_k$ and $v_k$ can be taken non-negative and written as
\begin{equation}
u_k=\cos\theta_k,\qquad v_k=\sin\theta_k,\qquad 0\le\theta_k\le\pi/2 .
\label{angles}
\end{equation}

Outside the shell only $2\xi_kv_k^2$ remains. It is smallest for $v_k=1$ when $\xi_k<0$ and for $v_k=0$ when $\xi_k>0$, so these levels are full or empty. From here on all sums run over the shell, where the energy is
\begin{equation}
W=\sum_k2\xi_k\sin^2\theta_k-VS^2,\qquad S=\sum_ku_kv_k=\tfrac12\sum_k\sin2\theta_k .
\label{W}
\end{equation}

\subsection{Stationary angles}

The derivative of $2\xi_k\sin^2\theta_k$ is $2\xi_k\sin2\theta_k$, and $\partial S/\partial\theta_k=\cos2\theta_k$. Therefore
\begin{equation}
\frac{\partial W}{\partial\theta_k}=2\xi_k\sin2\theta_k-2VS\cos2\theta_k=0 .
\label{stat}
\end{equation}
The levels are coupled only through the common quantity
\begin{equation}
\Delta=VS=V\sum_ku_kv_k ,
\label{gapdef}
\end{equation}
and \eqref{stat} becomes $\xi_k\sin2\theta_k=\Delta\cos2\theta_k$. Squaring, and replacing $\cos^22\theta_k$ by $1-\sin^22\theta_k$, gives $(\xi_k^2+\Delta^2)\sin^22\theta_k=\Delta^2$. With
\begin{equation}
E_k=\sqrt{\xi_k^2+\Delta^2}
\label{E}
\end{equation}
and $\Delta>0$, the solutions are $\sin2\theta_k=\pm\Delta/E_k$ and $\cos2\theta_k=\pm\xi_k/E_k$, with the same sign in both. The range in \eqref{angles} requires $\sin2\theta_k\ge0$ and selects the upper sign. The lower sign would give that level a phase opposite to the others.

A vanishing derivative does not prove a minimum, and $\Delta$ still depends on all the angles. Both points are settled by a second route to the same angles.

\subsection{Proof that this is the lowest energy}

Let $D\ge0$ be any trial value. From $(D-VS)^2\ge0$ we have $V^2S^2\ge2DVS-D^2$. Dividing by $-V$ reverses the inequality:
\begin{equation}
-VS^2\le\frac{D^2}{V}-2DS ,
\label{ineq}
\end{equation}
with equality at $D=VS$. Since $2S=\sum_k\sin2\theta_k$, the energy \eqref{W} is the minimum over $D$ of
\begin{equation}
G=\sum_k\left(2\xi_k\sin^2\theta_k-D\sin2\theta_k\right)+\frac{D^2}{V} .
\label{G}
\end{equation}
The lowest $W$ is thus the lowest $G$ over the angles and $D$ together, and we may minimize over the angles first. At fixed $D$ the levels are independent. Write $\xi_k=\varepsilon_k\cos\alpha_k$ and $D=\varepsilon_k\sin\alpha_k$, with $\varepsilon_k=\sqrt{\xi_k^2+D^2}$ and $0\le\alpha_k\le\pi$. Using $2\sin^2\theta_k=1-\cos2\theta_k$,
\begin{align}
2\xi_k\sin^2\theta_k-D\sin2\theta_k
&=\xi_k-\left(\xi_k\cos2\theta_k+D\sin2\theta_k\right)\nonumber\\
&=\xi_k-\varepsilon_k\cos(2\theta_k-\alpha_k) .
\label{one}
\end{align}
The minimum is $\xi_k-\varepsilon_k$, reached at $2\theta_k=\alpha_k$, which is the upper-sign solution found above. A single variable remains:
\begin{equation}
f(D)=\sum_k\left(\xi_k-\sqrt{\xi_k^2+D^2}\right)+\frac{D^2}{V} .
\label{f}
\end{equation}
Its derivative with respect to $D^2$ is
\begin{equation}
\frac{df}{d(D^2)}=\frac1V-\frac12\sum_k\frac1{\sqrt{\xi_k^2+D^2}} .
\label{df}
\end{equation}
This increases with $D^2$ and is positive for large $D$. If it is negative at $D=0$, it vanishes at one value of $D$, and there $f$ has its global minimum. If it is not negative at $D=0$, the minimum is at $D=0$ and there is no pairing. A paired state is therefore lowest precisely when
\begin{equation}
\frac V2\sum_k\frac1{|\xi_k|}>1 .
\label{exist}
\end{equation}
At the minimum the equality condition of \eqref{ineq} makes $D$ equal to the $\Delta$ of \eqref{gapdef}. Setting \eqref{df} to zero gives the gap equation
\begin{equation}
1=\frac V2\sum_k\frac1{E_k} ,
\label{gap}
\end{equation}
and $v_k^2=\sin^2\theta_k=(1-\cos2\theta_k)/2$ gives the occupation
\begin{equation}
v_k^2=\frac12\left(1-\frac{\xi_k}{E_k}\right) .
\label{v2}
\end{equation}

Far below the chemical potential $v_k^2\to1$, and far above it $v_k^2\to0$. The step of the normal state is smeared over an energy of order $\Delta$. The product $u_kv_k=\Delta/2E_k$ measures how strongly a level takes part in pairing. It falls off only as $1/|\xi_k|$, so levels far outside the smeared region still contribute to the sum in \eqref{gap}.

If the levels lie symmetrically about $\mu$, the terms $\xi_k/E_k$ cancel in $2\sum_kv_k^2$. The mean electron number is then the same as in the normal state, and $\mu$ need not be readjusted. Without this symmetry, $\mu$ and $\Delta$ must be found together.

\subsection{The gap for a constant density of levels}

Let $N_0$ be constant in a shell symmetric about $\mu$, and let the spacing be small compared with $\Delta$. The sum in \eqref{gap} becomes an integral over an even function:
\begin{equation}
1=\frac{N_0V}2\int_{-\omega_D}^{\omega_D}\frac{d\xi}{\sqrt{\xi^2+\Delta_0^2}}
=N_0V\int_0^{\omega_D}\frac{d\xi}{\sqrt{\xi^2+\Delta_0^2}} .
\label{int}
\end{equation}
With $\xi=\Delta_0\sinh t$ the root is $\Delta_0\cosh t$ and $d\xi=\Delta_0\cosh t\,dt$. The integrand becomes 1, and the integral is the upper limit $t=\operatorname{arsinh}(\omega_D/\Delta_0)$. Thus $\sinh(1/N_0V)=\omega_D/\Delta_0$, which is \eqref{result}.

For weak coupling, $\sinh x=\tfrac12e^x(1-e^{-2x})$ with $x=1/\lambda$ gives
\begin{equation}
\Delta_0=\frac{2\omega_De^{-1/\lambda}}{1-e^{-2/\lambda}}\approx2\omega_De^{-1/\lambda} .
\label{weak}
\end{equation}
The approximate form is too small by the fraction $e^{-2/\lambda}$ of $\Delta_0$. As $\lambda\to0$ it vanishes faster than any power of $\lambda$, so no finite order of an expansion in powers of $\lambda$ gives a nonzero gap.

In the limit of dense levels any attraction suffices, however weak. The reason is the left side of \eqref{exist}. Replacing the sum by $2N_0\int d\xi/\xi$, taken from a distance of order the spacing $d$ up to $\omega_D$, gives $\lambda\ln(\omega_D/d)$ plus a constant that depends on the levels nearest $\mu$; for equally spaced levels with $\mu$ midway between two of them it is about $1.96\lambda$. At fixed $\lambda$ this exceeds any bound as $d\to0$. This needs a finite density of levels at $\mu$. If a band gap removes the levels around $\mu$, the left side of \eqref{exist} stays finite as $d\to0$ and $\lambda$ must exceed a threshold. For a repulsive interaction, $V<0$, the term $-VS^2$ is positive and the minimum has $S=0$.

\subsection{Energy gained by pairing}

The normal state has energy $\sum_{\xi_k<0}2\xi_k=\sum_k(\xi_k-|\xi_k|)$. Subtracting this from $f(\Delta_0)$ and passing to the integral gives
\begin{equation}
\delta W=2N_0\int_0^{\omega_D}\left(\xi-\sqrt{\xi^2+\Delta_0^2}\right)d\xi+\frac{\Delta_0^2}V .
\label{dW}
\end{equation}
An antiderivative of $E=\sqrt{\xi^2+\Delta_0^2}$ is $\tfrac12[\xi E+\Delta_0^2\operatorname{arsinh}(\xi/\Delta_0)]$, since its derivative is $\tfrac12[E+\xi^2/E+\Delta_0^2/E]=E$. At the upper limit the arsinh equals $1/\lambda$, so
\begin{align}
\delta W&=N_0\Big[\omega_D^2-\omega_D\sqrt{\omega_D^2+\Delta_0^2}-\frac{\Delta_0^2}\lambda\Big]+\frac{\Delta_0^2}V\nonumber\\
&=-N_0\omega_D^2\left(\coth\frac1\lambda-1\right)
=-\frac{2N_0\omega_D^2}{e^{2/\lambda}-1} .
\label{cond}
\end{align}
The terms in $\Delta_0^2$ cancel because $N_0/\lambda=1/V$. The root follows from $1+1/\sinh^2x=\coth^2x$, and the last form from $\coth x-1=2/(e^{2x}-1)$. For weak coupling \eqref{weak} turns this into $\delta W\approx-\tfrac12N_0\Delta_0^2$.

\subsection{Why $\Delta$ is an energy gap}

Put one unpaired electron in $k\uparrow$ and leave $-k\downarrow$ empty. A pair can neither be removed from this level nor added to it, so the level contributes $\xi_k$ and drops out of the pairing sum. In \eqref{f} its term $\xi_k-\varepsilon_k(D)$ is replaced by $\xi_k$, and the function to minimize becomes $f(D)+\varepsilon_k(D)$. At the old value $D=\Delta$ the cost is $E_k$.

The other levels then readjust slightly. For a small change $\delta$ of $D$, the energy changes by $\varepsilon_k'\delta+\tfrac12f''\delta^2$ to leading order, whose minimum is $-\varepsilon_k'^2/2f''$. Here $\varepsilon_k'=\Delta/E_k$. Differentiating \eqref{f} twice and using \eqref{gap} gives
\[
f''=\frac2V-\sum_k\frac{\xi_k^2}{E_k^3}=\sum_k\frac{\Delta^2}{E_k^3}\approx2N_0\qquad(\Delta\ll\omega_D).
\]
For a level with $|\xi_k|\ll\Delta$, where $\varepsilon_k'\approx1$, the cost is therefore
\begin{equation}
\delta W_k\approx E_k-\frac1{4N_0} .
\label{block}
\end{equation}
This correction refers to the function $W$; the dropped term of \eqref{full} changes the cost by a further amount of order $V$. Both corrections vanish as 1/volume. In a large system, and within this family of states, an unpaired electron in the shell costs at least $\Delta$. Outside the shell it costs $|\xi_k|>\omega_D$, so $\Delta$ is the lowest cost as long as $\Delta<\omega_D$.

\subsection{A shell of 600 levels}

Take the model parameters $\omega_D=30$~meV and $\lambda=0.25$, with 600 equally spaced levels. The spacing is $d=60/600=0.1$~meV, so $N_0=1/d=10$ per meV and $V=\lambda/N_0=0.025$~meV. From \eqref{result},
\[
\Delta_0=\frac{30\ \text{meV}}{\sinh4}=\frac{30\ \text{meV}}{27.29}=1.099\ \text{meV}.
\]
A numerical minimization of \eqref{W} over all 600 angles, which uses neither \eqref{gap} nor \eqref{v2}, gives the same gap to this accuracy. Different random starting angles lead to the same energy.

For the level at $\xi=-1.05$~meV, $E=\sqrt{1.05^2+1.099^2}=1.520$~meV and $v^2=\tfrac12(1+1.05/1.520)=0.845$, again as in the direct minimization. At $\xi=-3.05$~meV the occupation is already 0.970.

Pairing raises the kinetic energy by 42.31~meV, because electrons move to levels above $\mu$. The interaction contributes $-\Delta_0^2/V=-48.34$~meV. The net change is $-6.03$~meV, a small difference of two larger numbers. The continuum formula \eqref{cond} gives $-6.040$~meV and the level sum $-6.032$~meV. This difference comes from replacing the sum by an integral. With levels at the midpoints of cells of width $d$, a sum $\sum g$ exceeds $\frac1d\int g\,d\xi$ by about $-\frac d{24}$ times the change of $g'$ across the range. For $g=\xi-E$ on $0<\xi<\omega_D$, $g'=1-\xi/E$ falls from 1 to nearly 0. Each half of the shell thus adds $d/24$, in total $d/12=0.008$~meV.

The dropped term of \eqref{full} matters more for the energy. Kept in both the paired and the normal state, it changes the net energy from $-6.03$ to $-5.82$~meV. To first order this shift is $V\sum_ku_k^2v_k^2=0.211$~meV, close to $\pi\lambda\Delta_0/4=0.216$~meV, its form for $\Delta_0\ll\omega_D$. It does not grow with the volume, while the net energy does. Both energies belong to the product state \eqref{state}, which is not the exact ground state of \eqref{ham}. Richardson's exact solution for the same 600 levels lies 8.25~meV below the filled Fermi sea, that is 2.4~meV below the product state. This offset is also nearly independent of size (2.40, 2.42 and 2.43~meV for 150, 300 and 600 levels), so it too becomes negligible only in a much larger system. Restoring the term also lowers the gap by 0.0094~meV, or 0.9\% of $\Delta_0$. With 1200 levels at the same $\lambda$ the shift is 0.0047~meV, half as large, as expected for an effect of order 1/volume. An unpaired electron in the first level above $\mu$ costs 1.075~meV, compared with $E_k=1.100$~meV. The difference agrees with $1/4N_0=0.025$~meV from \eqref{block}, and it too halves when the number of levels is doubled.

Coarse levels show what the opening choice of spacing protects against. Keep $\mu$ midway between two equally spaced levels. With 54 levels, where the spacing is about equal to $\Delta_0$, the gap equation \eqref{gap} still gives the gap to 0.2\%, and with 28 levels the gap is 6\% too small. With 14 levels in the same shell the left side of \eqref{exist} is 0.978, and the minimum of $W$ has no gap. With 16 levels it is 1.011, and the gap is 0.39~meV, about a third of the continuum value. With $\mu$ on a level the left side of \eqref{exist} is infinite, so a gap always exists. These cases describe the function $W$ and not a real small system, for which the dropped term would matter.

The coupling also limits the use of \eqref{weak}. At $\lambda=0.3$ it gives 2.140~meV where \eqref{result} gives 2.143~meV. At $\lambda=1$ it gives 22.1~meV instead of 25.5~meV, too low by 13.5\% of the latter. There the gap is close to $\omega_D$ itself. Equation \eqref{result} still solves the model, but the smeared region of the occupation then extends to the sharp edge of the shell. The cut-off matters at any coupling: even in \eqref{weak} the gap is proportional to $\omega_D$, because the $1/|\xi_k|$ tail in \eqref{gap} reaches the edge.

\section*{Values computed for the example and the checks}
\begin{verbatim}
shell half-width omega_D = 30.0 meV
coupling N0 V = 0.25
pair levels = 600, spacing = 0.100 meV
N0 = 10.00 per meV, V = 0.0250 meV
Fock-space test energy = -0.848785 (model units)
sinh(1/(N0 V)) = 27.2899
gap, sinh formula = 1.0993 meV
gap, direct minimization = 1.0993 meV
gap, weak-coupling formula = 1.0989 meV
relative error of weak-coupling formula = 3.36e-04
(V/2) sum 1/E at the minimum = 1.000000
mean electron number in shell = 600.000
xi (meV), E (meV), v^2 direct, v^2 formula:
   -10.05  10.1099 0.9970 0.9970
    -3.05   3.2421 0.9704 0.9704
    -1.05   1.5202 0.8454 0.8454
    -0.05   1.1004 0.5227 0.5227
     0.05   1.1004 0.4773 0.4773
     1.05   1.5202 0.1546 0.1546
     3.05   3.2421 0.0296 0.0296
    10.05  10.1099 0.0030 0.0030
kinetic cost = 42.307 meV
interaction gain = -48.339 meV
energy change, direct = -6.0320 meV
energy change, continuum formula = -6.0404 meV
level-sum correction spacing/12 = 0.0083 meV
energy change, -N0 gap^2/2 = -6.0424 meV
N0 V, gap by quadrature, sinh formula, weak formula (meV):
  0.20 0.4043 0.4043 0.4043
  0.25 1.0993 1.0993 1.0989
  0.30 2.1432 2.1432 2.1404
  0.50 8.2716 8.2716 8.1201
  1.00 25.5275 25.5275 22.0728
levels, gap shift by k=k' term, unpaired cost, E_k (meV):
  600 -0.00941 1.0751 1.1004
  1200 -0.00469 1.0870 1.0996
ratio of gap shifts = 2.005
ratio of cost deviations = 2.013
levels, (V/2) sum 1/|xi|, gap at minimum of W (meV):
  14 0.9776 0.0000
  16 1.0109 0.3877
\end{verbatim}
